**Fourth-power wavelength law for a grating smoothed by surface diffusion**

A shallow grating of wavenumber k = 2π/λ decays with relaxation time τ = 1/(Bk⁴), where B = D_s γ Ω² ν/(k_BT), so halving λ divides τ by 16. Here D_s is the mass-transfer surface diffusion coefficient, γ the surface energy, Ω the atomic volume, ν the surface atom density and T the temperature. The program follows columns that exchange atoms, with potentials taken from the discrete surface energy, and asserts that their 1/e times and the ratio of these times agree with the formula within 0.5%. For rough copper-like values at 1000 K, the formula gives 2333 s at 4000 nm and 146 s at 2000 nm; the column model gives a ratio of 15.977. Further assertions cover the exponential decay, the leading slope correction, the effect of smooth anisotropy, and the rates of bulk diffusion and evaporation. The output also shows the ratio falling to 13.21 when both gratings are 300 nm in amplitude, and to 15.91 when bulk diffusion and evaporation are added to the shallow case.

## Program and output

```python
"""
Result under test: a shallow grating h = a cos(k x), k = 2 pi / wavelength,
smoothed by isotropic surface diffusion, decays as exp(-t/tau) with
    tau = 1 / (B k^4),   B = D_s gamma Omega^2 nu / (kB T),
so halving the wavelength divides tau by 16.
D_s: mass-transfer surface diffusion coefficient; gamma: surface energy;
Omega: atomic volume; nu: surface atoms per area; T: temperature.
The independent side is a model of columns exchanging atoms. Its chemical
potential is the derivative of the discrete surface energy, and its adatom
density keeps the full exponential of that potential.
Units inside the program: nm, eV, s, K. Material values are rough, copper-like.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

# Inputs
temperature = 1000.0
gamma_si = 1.5                      # J/m^2
omega = 0.012                       # nm^3
nu = 15.0                           # nm^-2
d_surface_cm2 = 3e-6                # cm^2/s
d_bulk_cm2 = 1e-11                  # cm^2/s
vapour_torr = 1e-8                  # Torr
mass_u = 63.5                       # atomic mass units
activation = 1.0                    # eV, for surface diffusion
long_wave, short_wave = 4000.0, 2000.0
depth = 10.0                        # initial amplitude, nm
deep = 300.0                        # amplitude of the deep gratings, nm
anisotropy = 0.01                   # gamma (1 + anisotropy cos 4 theta)
temperature_error = 5.0             # K

kt = const.k * temperature / const.e
gamma = gamma_si / const.e * 1e-18
d_surface = d_surface_cm2 * 1e14
d_bulk = d_bulk_cm2 * 1e14
b_coefficient = d_surface * gamma * omega**2 * nu / kt
column = long_wave / 128            # same column width for both gratings


def wavenumber(wavelength):
    return 2 * np.pi / wavelength


def tau_formula(wavelength):
    return 1 / (b_coefficient * wavenumber(wavelength)**4)


def surface_energy(height, eps):
    rise = np.roll(height, -1) - height
    angle = np.arctan2(rise, column)
    return np.sum(gamma * (1 + eps * np.cos(4 * angle))
                  * np.hypot(column, rise))


def column_potential(height, eps):
    """Energy change per atom added to each column."""
    rise = np.roll(height, -1) - height
    length = np.hypot(column, rise)
    angle = np.arctan2(rise, column)
    force = gamma * ((1 + eps * np.cos(4 * angle)) * rise
                     - 4 * eps * np.sin(4 * angle) * column) / length
    return omega * (np.roll(force, 1) - force) / column


def decay_time(wavelength, amplitude, eps=0.0, fraction=np.exp(-1)):
    """Time for the grating amplitude to fall to the given fraction."""
    count = round(wavelength / column)
    mode = np.cos(2 * np.pi * np.arange(count) / count)

    def growth(_, height):
        length = np.hypot(column, np.roll(height, -1) - height)
        excess = np.expm1(column_potential(height, eps) / kt)
        flux = -d_surface * nu * (np.roll(excess, -1) - excess) / length
        return -omega * (flux - np.roll(flux, 1)) / column

    def reached(_, height):
        return 2 / count * (height @ mode) - fraction * amplitude

    reached.terminal = True
    # The uniform offset has no physical effect; it keeps the numerical
    # Jacobian well scaled where the cosine vanishes.
    start = amplitude * (3 + mode)
    run = solve_ivp(growth, (0, 10 * tau_formula(wavelength)), start,
                    method="BDF", events=reached,
                    rtol=1e-8, atol=1e-9 * amplitude)
    assert run.status == 1, "amplitude did not reach the target"
    return run.t_events[0][0]


# Chemical potential: finite differences of the total surface energy
profile = depth * np.cos(2 * np.pi * np.arange(128) / 128)
for eps in (0.0, anisotropy):
    for site in (0, 10):
        bump = np.zeros(128)
        bump[site] = 0.1
        slope = (surface_energy(profile + bump, eps)
                 - surface_energy(profile - bump, eps)) / 0.2
        direct = omega * slope / column
        assert abs(direct / column_potential(profile, eps)[site] - 1) < 1e-3
        if eps == 0.0 and site == 0:
            crest_direct = direct
crest_formula = gamma * omega * wavenumber(long_wave)**2 * depth
assert abs(crest_direct / crest_formula - 1) < 2e-3

# Relaxation times; column width causes errors of order 0.2 per cent
t_long = decay_time(long_wave, depth)
t_short = decay_time(short_wave, depth)
ratio = t_long / t_short
assert abs(t_long / tau_formula(long_wave) - 1) < 5e-3
assert abs(t_short / tau_formula(short_wave) - 1) < 5e-3
assert abs(ratio / 16 - 1) < 5e-3

# Exponential law: the second factor 1/e takes as long as the first
t_double = decay_time(short_wave, depth, fraction=np.exp(-2))
assert abs(t_double / t_short - 2) < 2e-3


# Finite slope
def slope_excess(wavelength, amplitude):
    steepness = wavenumber(wavelength) * amplitude
    return 0.375 * (1 - np.exp(-2)) * steepness**2


test_depth = 0.15 / wavenumber(short_wave)
excess_run = decay_time(short_wave, test_depth) / t_short - 1
excess_formula = ((1 + slope_excess(short_wave, test_depth))
                  / (1 + slope_excess(short_wave, depth)) - 1)
assert abs(excess_run / excess_formula - 1) < 0.1
ratio_deep = decay_time(long_wave, deep) / decay_time(short_wave, deep)
assert ratio_deep < 15

# Smooth anisotropy: stiffness gamma + gamma'' replaces gamma
a_long = decay_time(long_wave, depth, anisotropy)
a_short = decay_time(short_wave, depth, anisotropy)
stiffness_factor = 1 - 15 * anisotropy
assert abs(a_long / t_long * stiffness_factor - 1) < 5e-3
assert abs(a_long / a_short / 16 - 1) < 5e-3


# Bulk diffusion
def bulk_rate(wavelength):
    return d_bulk * gamma * omega / kt * wavenumber(wavelength)**3


# Two-dimensional Laplace equation below the surface, second-order grid
across, down = 64, 96
spacing = long_wave / across
second_x = diags([1, 1, -2, 1, 1], [-(across - 1), -1, 0, 1, across - 1],
                 shape=(across, across))
second_z = diags([1, -2, 1], [-1, 0, 1], shape=(down, down))
laplacian = (kron(identity(down), second_x)
             + kron(second_z, identity(across))).tocsc()
top = np.cos(2 * np.pi * np.arange(across) / across)
source = np.zeros(across * down)
source[:across] = -top
inside = spsolve(laplacian, source).reshape(down, across)
gradient = (3 * top - 4 * inside[0] + inside[1]) / (2 * spacing)
gradient_amplitude = 2 / across * (gradient @ top)
bulk_direct = (d_bulk / kt * gamma * omega
               * wavenumber(long_wave)**2 * gradient_amplitude)
assert abs(bulk_direct / bulk_rate(long_wave) - 1) < 0.01

# Evaporation into vacuum
mass = mass_u * const.atomic_mass
pressure = vapour_torr * const.torr
thermal = const.k * temperature
evaporation_flux = pressure / np.sqrt(2 * np.pi * mass * thermal) * 1e-18


def evaporation_rate(wavelength):
    return (evaporation_flux * omega**2 * gamma / kt
            * wavenumber(wavelength)**2)


# One-way flux of a Maxwell gas, by integration over reduced velocity
speed = np.sqrt(thermal / mass)
one_way = quad(lambda v: v * np.exp(-v * v / 2) / np.sqrt(2 * np.pi),
               0, 12)[0]
flux_direct = pressure / thermal * speed * one_way * 1e-18
evaporation_direct = (omega * flux_direct
                      * np.expm1(crest_direct / kt) / depth)
assert abs(evaporation_direct / evaporation_rate(long_wave) - 1) < 3e-3

# Sizes of neglected effects in the example
bulk_long = bulk_rate(long_wave) * tau_formula(long_wave)
bulk_short = bulk_rate(short_wave) * tau_formula(short_wave)
evap_long = evaporation_rate(long_wave) * tau_formula(long_wave)
evap_short = evaporation_rate(short_wave) * tau_formula(short_wave)
ratio_channels = 16 * (1 + bulk_short + evap_short) / (
    1 + bulk_long + evap_long)
recession = evaporation_flux * omega * tau_formula(long_wave)
potential_short = gamma * omega * wavenumber(short_wave)**2 * depth / kt
stored = b_coefficient * wavenumber(short_wave)**2 / d_surface
hot = temperature + temperature_error
hot_factor = (temperature / hot) * np.exp(
    activation * const.e / const.k * (1 / temperature - 1 / hot))

print(f"Temperature: {temperature:.0f} K; kB T: {kt:.5f} eV")
print(f"Surface energy: {gamma_si:.2f} J/m2 = {gamma:.3f} eV/nm2")
print(f"Atomic volume: {omega:.3f} nm3")
print(f"Surface atom density: {nu:.1f} nm^-2")
print(f"Surface diffusion D_s: {d_surface_cm2:.1e} cm2/s"
      f" = {d_surface:.1e} nm2/s")
print(f"Coefficient B: {b_coefficient:.4e} nm4/s")
print(f"Initial amplitude: {depth:.0f} nm")
for name, wave, measured in (("Long", long_wave, t_long),
                             ("Short", short_wave, t_short)):
    print(f"{name} wavelength: {wave:.0f} nm")
    print(f"  wavenumber: {wavenumber(wave):.5e} nm^-1")
    print(f"  steepness k a: {wavenumber(wave) * depth:.4f}")
    print(f"  tau, formula: {tau_formula(wave):.1f} s"
          f" = {tau_formula(wave) / 60:.2f} min")
    print(f"  1/e time, column model: {measured:.1f} s")
print(f"Ratio of tau, formula: "
      f"{tau_formula(long_wave) / tau_formula(short_wave):.3f}")
print(f"Ratio of 1/e times, column model: {ratio:.3f}")
print(f"Time to 1/e^2 over time to 1/e: {t_double / t_short:.4f}")
print(f"Crest potential, long, energy difference: {crest_direct:.4e} eV")
print(f"Crest potential, long, formula: {crest_formula:.4e} eV")
print(f"Crest potential / kB T, short: {potential_short:.2e}")
print(f"Slope correction to tau, long: "
      f"{100 * slope_excess(long_wave, depth):.4f} %")
print(f"Slope correction to tau, short: "
      f"{100 * slope_excess(short_wave, depth):.4f} %")
print(f"Slope test at k a = 0.15, model: {100 * excess_run:.3f} %")
print(f"Slope test at k a = 0.15, formula: {100 * excess_formula:.3f} %")
print(f"Deep gratings, amplitude: {deep:.0f} nm")
print(f"  steepness, long and short: {wavenumber(long_wave) * deep:.3f},"
      f" {wavenumber(short_wave) * deep:.3f}")
print(f"  ratio of 1/e times: {ratio_deep:.2f}")
print(f"Bulk diffusion D_v: {d_bulk_cm2:.1e} cm2/s")
print(f"  bulk/surface rate, long: {100 * bulk_long:.2f} %")
print(f"  bulk/surface rate, short: {100 * bulk_short:.2f} %")
print(f"Vapour pressure: {vapour_torr:.1e} Torr; mass: {mass_u:.1f} u")
print(f"  evaporation/surface rate, long: {evap_long:.2e}")
print(f"  uniform recession in tau, long: {recession:.2f} nm")
print(f"Ratio with bulk diffusion and evaporation: {ratio_channels:.2f}")
print(f"Upper bound, adatom storage / height, short: {stored:.1e}")
print(f"Anisotropy amplitude: {100 * anisotropy:.1f} %")
print(f"  stiffness / gamma: {stiffness_factor:.3f}")
print(f"  1/e time relative to isotropic, long: {a_long / t_long:.4f}")
print(f"  ratio of 1/e times: {a_long / a_short:.3f}")
print(f"Activation energy of D_s: {activation:.2f} eV")
print(f"  tau shortened by factor at +{temperature_error:.0f} K:"
      f" {hot_factor:.4f}")
print(f"  apparent ratio, short grating hotter: {16 * hot_factor:.2f}")
print("PASS")
```

It prints:

```
Temperature: 1000 K; kB T: 0.08617 eV
Surface energy: 1.50 J/m2 = 9.362 eV/nm2
Atomic volume: 0.012 nm3
Surface atom density: 15.0 nm^-2
Surface diffusion D_s: 3.0e-06 cm2/s = 3.0e+08 nm2/s
Coefficient B: 7.0402e+07 nm4/s
Initial amplitude: 10 nm
Long wavelength: 4000 nm
  wavenumber: 1.57080e-03 nm^-1
  steepness k a: 0.0157
  tau, formula: 2333.1 s = 38.89 min
  1/e time, column model: 2334.2 s
Short wavelength: 2000 nm
  wavenumber: 3.14159e-03 nm^-1
  steepness k a: 0.0314
  tau, formula: 145.8 s = 2.43 min
  1/e time, column model: 146.1 s
Ratio of tau, formula: 16.000
Ratio of 1/e times, column model: 15.977
Time to 1/e^2 over time to 1/e: 1.9997
Crest potential, long, energy difference: 2.7715e-06 eV
Crest potential, long, formula: 2.7721e-06 eV
Crest potential / kB T, short: 1.29e-04
Slope correction to tau, long: 0.0080 %
Slope correction to tau, short: 0.0320 %
Slope test at k a = 0.15, model: 0.697 %
Slope test at k a = 0.15, formula: 0.697 %
Deep gratings, amplitude: 300 nm
  steepness, long and short: 0.471, 0.942
  ratio of 1/e times: 13.21
Bulk diffusion D_v: 1.0e-11 cm2/s
  bulk/surface rate, long: 1.18 %
  bulk/surface rate, short: 0.59 %
Vapour pressure: 1.0e-08 Torr; mass: 63.5 u
  evaporation/surface rate, long: 1.26e-06
  uniform recession in tau, long: 0.39 nm
Ratio with bulk diffusion and evaporation: 15.91
Upper bound, adatom storage / height, short: 2.3e-06
Anisotropy amplitude: 1.0 %
  stiffness / gamma: 0.850
  1/e time relative to isotropic, long: 1.1764
  ratio of 1/e times: 15.979
Activation energy of D_s: 1.00 eV
  tau shortened by factor at +5 K: 1.0542
  apparent ratio, short grating hotter: 16.87
PASS
```
